# Strain Needed to Split Silicon's Conduction Valleys by Four kT: test program

```python
"""
Result under test: the strain difference that splits the silicon conduction
valleys of an (001) layer by D = 4 k T is
    eps_perp - eps_par = - D / Xi_u      (out-of-plane valleys lowest)
with D       = E(four in-plane valleys) - E(two out-of-plane valleys),
     Xi_u    = uniaxial deformation potential (eV),
     eps_par = in-plane strain, eps_perp = out-of-plane strain (extension > 0).
Independent roads: plane-wave bands of a strained model crystal, elastic energy
minimization, integration of Fermi occupations, finite-difference levels.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros, expit

# ---------------- inputs (material values are rough, typical of silicon) -----
temperature = 300.0                       # K
hot_temperature = 400.0                   # K
xi_u = 9.0                                # eV
c11, c12, c44 = 166.0, 64.0, 80.0         # GPa
a_si, a_ge = 0.543, 0.566                 # nm
mass_long, mass_trans = 0.92, 0.19        # free-electron masses
field = 0.5                               # MV/cm, effective field at surface
density = 1e19                            # cm^-3

k_ev = const.k / const.e
kt = k_ev * temperature
splitting = 4 * kt
difference = -splitting / xi_u            # eps_perp - eps_par

# ---------------- elastic relaxation with a free top surface -----------------
poisson_ratio_biaxial = 2 * c12 / c11
eps_par = -difference / (1 + poisson_ratio_biaxial)
eps_perp = -poisson_ratio_biaxial * eps_par
biaxial_modulus = c11 + c12 - 2 * c12**2 / c11
stress = biaxial_modulus * eps_par

stiffness = np.diag([c11] * 3 + [c44] * 3).astype(float)
for i, j in itertools.permutations(range(3), 2):
    stiffness[i, j] = c12


def elastic_energy(out_of_plane, in_plane=1.0):
    """Energy density (GPa) for scaled strains; the problem is quadratic."""
    strain = np.array([in_plane, in_plane, out_of_plane, 0.0, 0.0, 0.0])
    return 0.5 * strain @ stiffness @ strain


relaxed = minimize_scalar(elastic_energy, bracket=(-2.0, 1.0))
assert abs(relaxed.x - eps_perp / eps_par) < 1e-5
# Work by two equal in-plane stresses: energy = modulus * strain^2.
assert abs(relaxed.fun / biaxial_modulus - 1) < 1e-8

# ---------------- strained bands from a local model pseudopotential ----------
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
recip = 2 * np.pi / (a_si / bohr_nm)      # 2 pi / a in inverse bohr
waves = np.array([g for g in itertools.product(range(-4, 5), repeat=3)
                  if len({n % 2 for n in g}) == 1
                  and sum(n * n for n in g) <= 20])
wave_diff = waves[:, None, :] - waves[None, :, :]
structure = np.cos(np.pi / 4 * wave_diff.sum(axis=2))


def potential_matrix(strain):
    """Smooth screened atomic potential (hartree) on the strained lattice.
    Its average is set to zero: it moves all valleys alike."""
    stretch = 1 + np.asarray(strain)
    q2 = ((wave_diff * recip / stretch)**2).sum(axis=2)
    atom = 0.27 * (q2 - 2.2) / (2.1 * np.exp(0.49 * q2) - 1)
    matrix = atom * structure / np.prod(stretch)
    np.fill_diagonal(matrix, 0.0)
    return matrix


def bands(k_fraction, strain, potential):
    """Band energies (eV) at k given in units of the strained 2 pi / a."""
    k = (waves + k_fraction) * recip / (1 + np.asarray(strain))
    return hartree_ev * eigvalsh(potential + np.diag(0.5 * (k**2).sum(axis=1)))


def valley(axis, strain):
    """Position and energy of the lowest conduction minimum on one axis."""
    potential = potential_matrix(strain)
    direction = np.eye(3)[axis]
    found = minimize_scalar(
        lambda s: bands(s * direction, strain, potential)[4],
        bounds=(0.6, 1.0), method="bounded", options={"xatol": 1e-6})
    return found.x, found.fun


def model_split(strain, first=0, second=2):
    return valley(first, strain)[1] - valley(second, strain)[1]


zero = np.zeros(3)
valley_position, valley_energy = valley(2, zero)
model_gap = valley_energy - bands(zero, zero, potential_matrix(zero))[3]
assert 0.7 < valley_position < 0.97 and model_gap > 0

small = 1e-3


def split_slope(pattern, first=0, second=2):
    """Central-difference derivative of a splitting along a strain pattern."""
    pattern = np.asarray(pattern)
    return (model_split(small * pattern, first, second)
            - model_split(-small * pattern, first, second)) / (2 * small)


model_xi = -split_slope([0.0, 0.0, 1.0])
assert model_xi > 0
# Unequal in-plane strains and volume change: only the difference may count.
general = np.array([0.9, -0.4, 0.3])
for first, second in ((0, 2), (1, 2), (0, 1)):
    expected = model_xi * (general[first] - general[second])
    assert abs(split_slope(general, first, second) / expected - 1) < 0.02

# Full-size strain for 4 k T in the model, found without the linear law.
shape = np.array([1.0, 1.0, -poisson_ratio_biaxial])
model_par = brentq(lambda e: model_split(e * shape) - splitting,
                   1e-4, 0.03, xtol=1e-7)
model_difference = -model_par * (1 + poisson_ratio_biaxial)
linear_difference = -splitting / model_xi
nonlinearity = model_difference / linear_difference - 1
assert abs(nonlinearity) < 0.15           # second-order strain terms remain

# ---------------- occupation of the valleys ----------------------------------


def fermi_integral(eta):
    return quad(lambda x: np.sqrt(x) * expit(eta - x), 0, 80,
                points=[max(eta, 1.0)], limit=200)[0]


def lower_share(eta, gap_in_kt):
    low = 2 * fermi_integral(eta)
    high = 4 * fermi_integral(eta - gap_in_kt)
    return low / (low + high)


def dilute_share(gap_in_kt):
    return 1 / (1 + 2 * np.exp(-gap_in_kt))


share = dilute_share(4.0)
hot_ratio = splitting / (k_ev * hot_temperature)
hot_share = dilute_share(hot_ratio)
for ratio in (0.0, hot_ratio, 4.0):
    assert abs(lower_share(-10.0, ratio) - dilute_share(ratio)) < 1e-4

dos_mass = (mass_long * mass_trans**2)**(1 / 3) * const.m_e
valley_dos = 2 * (dos_mass * const.k * temperature
                  / (2 * np.pi * const.hbar**2))**1.5 * 1e-6   # cm^-3


def total_density(eta):
    return valley_dos * 2 / np.sqrt(np.pi) * (
        2 * fermi_integral(eta) + 4 * fermi_integral(eta - 4))


eta_dense = brentq(lambda eta: total_density(eta) - density, -10, 15)
dense_share = lower_share(eta_dense, 4.0)

# ---------------- confinement in a triangular surface well -------------------
force = field * 0.1                       # eV/nm for a field in MV/cm
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
airy_root = -ai_zeros(1)[0][0]


def airy_level(mass):
    return airy_root * (kinetic / mass)**(1 / 3) * force**(2 / 3)


def grid_level(mass, width=30.0, points=3000):
    step = width / (points + 1)
    z = step * np.arange(1, points + 1)
    hop = kinetic / mass / step**2
    return eigh_tridiagonal(2 * hop + force * z, -hop * np.ones(points - 1),
                            select="i", select_range=(0, 0))[0][0]


level_two, level_four = airy_level(mass_long), airy_level(mass_trans)
for mass in (mass_long, mass_trans):
    assert abs(grid_level(mass) / airy_level(mass) - 1) < 1e-3
confinement = level_four - level_two
assert confinement > 0                    # same sign as in-plane tension
remaining_difference = -(splitting - confinement) / xi_u

# ---------------- printed numbers --------------------------------------------
print("INPUTS (material values rough)")
print(f"temperature: {temperature:.0f} K")
print(f"deformation potential Xi_u: {xi_u:.1f} eV")
print(f"elastic constants C11, C12: {c11:.0f}, {c12:.0f} GPa")
print(f"lattice constants Si, Ge: {a_si:.3f}, {a_ge:.3f} nm")
print(f"masses long., transv.: {mass_long:.2f}, {mass_trans:.2f} m_e")
print("MAIN RESULT")
print(f"kT: {1e3 * kt:.2f} meV")
print(f"splitting 4kT: {1e3 * splitting:.1f} meV")
print(f"eps_perp - eps_par: {100 * difference:.3f} %")
print("LAYER WITH FREE TOP SURFACE")
print(f"2 C12/C11: {poisson_ratio_biaxial:.3f}")
print(f"eps_par: {100 * eps_par:.3f} %")
print(f"eps_perp: {100 * eps_perp:.3f} %")
print(f"biaxial modulus: {biaxial_modulus:.1f} GPa")
print(f"in-plane stress: {stress:.2f} GPa")
mismatch = a_ge / a_si - 1
print(f"Ge-Si lattice mismatch: {100 * mismatch:.2f} %")
print(f"Ge fraction of relaxed substrate: {eps_par / mismatch:.3f}")
print("SHARE OF ELECTRONS IN THE TWO LOWER VALLEYS")
print(f"no strain: {100 * dilute_share(0.0):.1f} %")
print(f"4kT, dilute: {100 * share:.1f} %")
print(f"density of the dense case: {density:.1e} cm^-3")
print(f"Fermi level above lower valleys: {eta_dense:.2f} kT")
print(f"4kT, dense case: {100 * dense_share:.1f} %")
print("TEMPERATURE OF USE")
print(f"hot device: {hot_temperature:.0f} K")
print(f"same splitting when hot: {hot_ratio:.2f} kT")
print(f"dilute share when hot: {100 * hot_share:.1f} %")
hot_difference = -4 * k_ev * hot_temperature / xi_u
print(f"difference for 4kT when hot: {100 * hot_difference:.3f} %")
print("UNCERTAINTY OF Xi_u")
for other_xi in (8.0, 10.0):
    print(f"difference for Xi_u = {other_xi:.0f} eV: "
          f"{-100 * splitting / other_xi:.3f} %")
print("BAND MODEL (tests the law, not the 9 eV)")
print(f"plane waves: {len(waves)}")
print(f"indirect gap: {model_gap:.2f} eV")
print(f"valley position: {valley_position:.3f} of Gamma-X")
print(f"model Xi_u: {model_xi:.2f} eV")
print(f"difference for 4kT, linear law: {100 * linear_difference:.3f} %")
print(f"difference for 4kT, full bands: {100 * model_difference:.3f} %")
print(f"change due to nonlinearity: {100 * nonlinearity:.2f} %")
print("CONFINEMENT (triangular well, hard wall)")
print(f"field: {field:.1f} MV/cm")
print(f"first Airy root a1: {airy_root:.4f}")
print(f"lowest level, out-of-plane valleys: {1e3 * level_two:.1f} meV")
print(f"lowest level, in-plane valleys: {1e3 * level_four:.1f} meV")
print(f"confinement splitting: {1e3 * confinement:.1f} meV")
print(f"same in units of kT: {confinement / kt:.2f}")
print(f"difference still needed: {100 * remaining_difference:.3f} %")
print("done: every assertion held")
```

Output:

```
INPUTS (material values rough)
temperature: 300 K
deformation potential Xi_u: 9.0 eV
elastic constants C11, C12: 166, 64 GPa
lattice constants Si, Ge: 0.543, 0.566 nm
masses long., transv.: 0.92, 0.19 m_e
MAIN RESULT
kT: 25.85 meV
splitting 4kT: 103.4 meV
eps_perp - eps_par: -1.149 %
LAYER WITH FREE TOP SURFACE
2 C12/C11: 0.771
eps_par: 0.649 %
eps_perp: -0.500 %
biaxial modulus: 180.7 GPa
in-plane stress: 1.17 GPa
Ge-Si lattice mismatch: 4.24 %
Ge fraction of relaxed substrate: 0.153
SHARE OF ELECTRONS IN THE TWO LOWER VALLEYS
no strain: 33.3 %
4kT, dilute: 96.5 %
density of the dense case: 1.0e+19 cm^-3
Fermi level above lower valleys: 0.40 kT
4kT, dense case: 95.0 %
TEMPERATURE OF USE
hot device: 400 K
same splitting when hot: 3.00 kT
dilute share when hot: 90.9 %
difference for 4kT when hot: -1.532 %
UNCERTAINTY OF Xi_u
difference for Xi_u = 8 eV: -1.293 %
difference for Xi_u = 10 eV: -1.034 %
BAND MODEL (tests the law, not the 9 eV)
plane waves: 113
indirect gap: 1.05 eV
valley position: 0.835 of Gamma-X
model Xi_u: 7.98 eV
difference for 4kT, linear law: -1.295 %
difference for 4kT, full bands: -1.297 %
change due to nonlinearity: 0.14 %
CONFINEMENT (triangular well, hard wall)
field: 0.5 MV/cm
first Airy root a1: 2.3381
lowest level, out-of-plane valleys: 109.8 meV
lowest level, in-plane valleys: 185.7 meV
confinement splitting: 75.9 meV
same in units of kT: 2.94
difference still needed: -0.305 %
done: every assertion held
```
